# Real sound speeds, strong ellipticity and a negative bulk modulus: a program that tests the result

```python
"""Sound speeds, strong ellipticity and Born positivity in linear elasticity.

Result under test: plane waves in an unstressed solid obey
    Gamma(n) a = rho c^2 a,   Gamma_ik = C_ijkl n_j n_l,
so real nonzero speeds in every direction mean strong ellipticity of C.
This is weaker than Born positivity (C positive on all symmetric strains):
an isotropic solid with shear modulus mu > 0 and bulk modulus K in
(-4 mu/3, 0) has real speeds, is stable when clamped, unstable when free.
Symbols: C stiffness, n unit direction, a polarization, rho density,
lam Lame constant, M = lam + 2 mu longitudinal modulus, R sphere radius.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Legendre
from scipy.linalg import eigh
from scipy.optimize import brentq

rng = np.random.default_rng(7)
VOIGT = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
SCALE = np.array([1, 1, 1, np.sqrt(2), np.sqrt(2), np.sqrt(2)])


def full_tensor(voigt):
    return voigt[VOIGT[:, :, None, None], VOIGT[None, None, :, :]]


def strain_eigenvalues(voigt):
    """Eigenvalues of C acting on symmetric strains (orthonormal basis)."""
    return np.linalg.eigvalsh(voigt * np.outer(SCALE, SCALE))


def isotropic_voigt(bulk, shear):
    lam_ = bulk - 2 * shear / 3
    v = np.zeros((6, 6))
    v[:3, :3] = lam_
    v[range(6), range(6)] += [2 * shear] * 3 + [shear] * 3
    return v


def christoffel(tensor, n):
    return np.einsum('ijkl,...j,...l->...ik', tensor, n, n)


directions = rng.normal(size=(3000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]


def lowest_acoustic(voigt):
    g = christoffel(full_tensor(voigt), directions)
    return np.linalg.eigvalsh(g).min()


def random_positive_voigt():
    b = rng.normal(size=(6, 6))
    return (b @ b.T + 0.3 * np.eye(6)) / np.outer(SCALE, SCALE)


# --- Christoffel equation against the equation of motion, triclinic C ---
tri = random_positive_voigt()
tri_tensor = full_tensor(tri)
X = sp.symbols('x0:3')
A = sp.symbols('a0:3')
t, w = sp.symbols('t w')
wave_n = np.array([2.0, -1.0, 2.0]) / 3
wave_k, test_rho = 1.7, 2.3
phase = sum(wave_k * float(wave_n[i]) * X[i] for i in range(3)) - w * t
u_sym = [A[i] * sp.cos(phase) for i in range(3)]
eps = [[(sp.diff(u_sym[i], X[j]) + sp.diff(u_sym[j], X[i])) / 2
        for j in range(3)] for i in range(3)]
residual = []
for i in range(3):
    force = 0
    for j in range(3):
        stress = sum(float(tri_tensor[i, j, k, l]) * eps[k][l]
                     for k in range(3) for l in range(3))
        force += sp.diff(stress, X[j])
    residual.append(test_rho * sp.diff(u_sym[i], t, 2) - force)
res_fun = sp.lambdify((*X, *A, t, w), residual, 'numpy')
gam, pol = np.linalg.eigh(christoffel(tri_tensor, wave_n))
wave_residual = 0.0
for g, a in zip(gam, pol.T):
    omega = wave_k * np.sqrt(g / test_rho)
    r = res_fun(0.3, -0.2, 0.5, *a, 0.4, omega)
    wave_residual = max(wave_residual, np.abs(r).max())
assert wave_residual < 1e-10
wrong = res_fun(0.3, -0.2, 0.5, *pol[:, 0], 0.4, 1.2 * wave_k
                * np.sqrt(gam[0] / test_rho))
assert np.abs(wrong).max() > 1e-4  # a wrong speed is detected

# --- Strains carried by plane waves: never a pure dilation ---
for n in directions[:50]:
    a = rng.normal(size=3)
    s = (np.outer(a, n) + np.outer(n, a)) / 2
    an, la = a @ n, np.linalg.norm(a)
    assert np.allclose(np.linalg.eigvalsh(s), [(an - la) / 2, 0, (an + la) / 2])
    assert np.isclose((s * s).sum(), (la**2 + an**2) / 2)

# --- Born positivity implies strong ellipticity, with a lower bound ---
bound_ratio = np.inf
for _ in range(30):
    v = random_positive_voigt()
    ratio = lowest_acoustic(v) / (strain_eigenvalues(v)[0] / 2)
    bound_ratio = min(bound_ratio, ratio)
assert bound_ratio >= 1 - 1e-10

# --- Isotropic example ---
GPA = 1e9
K, mu, rho, R = -5 * GPA, 30 * GPA, 3000.0, 0.01
lam = K - 2 * mu / 3
M = K + 4 * mu / 3
iso = isotropic_voigt(K, mu)
iso_tensor = full_tensor(iso)
acoustic = np.linalg.eigvalsh(christoffel(iso_tensor, directions))
assert np.allclose(acoustic, np.sort([mu, mu, M]), rtol=1e-10)
born = strain_eigenvalues(iso)
assert np.allclose(born, np.sort([3 * K] + [2 * mu] * 5), rtol=1e-10)
cL, cT = np.sqrt(M / rho), np.sqrt(mu / rho)
for ratio in (-1.40, -1.34, -1.32, -0.5, -0.01, 0.01, 1.0):
    v = isotropic_voigt(ratio * mu, mu)
    low = lowest_acoustic(v)
    assert (low > 0) == (ratio > -4 / 3)
    assert (strain_eigenvalues(v)[0] > 0) == (ratio > 0)
    if low > 0:
        g = christoffel(full_tensor(v), directions[0])
        n0 = directions[0]
        speed_ratio = np.sqrt((n0 @ g @ n0) / mu)
        assert (speed_ratio < 2 / np.sqrt(3)) == (ratio < 0)


def energy_density(tensor, strain):
    return 0.5 * np.einsum('...ij,ijkl,...kl->...', strain, tensor, strain)


e0 = 1e-3
w_uniaxial = energy_density(iso_tensor, np.diag([e0, 0, 0]))
w_dilation = energy_density(iso_tensor, np.eye(3) * e0 / 3)
w_shear = energy_density(iso_tensor, np.diag([2, -1, -1]) * e0 / 3)
assert np.isclose(w_uniaxial, w_dilation + w_shear)
assert np.isclose(w_dilation, K * e0**2 / 2)
assert np.isclose(w_shear, 2 * mu * e0**2 / 3)

# --- Periodic field: real-space energy against the sum over wave vectors ---
noise = rng.uniform(-1, 1, size=(6, 6)) * GPA
aniso = iso + (noise + noise.T) / 2
aniso_tensor = full_tensor(aniso)
assert strain_eigenvalues(aniso)[0] < 0 < lowest_acoustic(aniso)
grid = np.stack(np.meshgrid(*[np.arange(8) / 8] * 3, indexing='ij'), -1)
modes = [(1, 0, 0), (0, 1, 1), (1, -1, 2), (2, 1, 0), (1, 2, -2), (0, 0, 2)]
gradient = np.zeros((8, 8, 8, 3, 3))
fourier_energy = 0.0
for m in modes:
    k = 2 * np.pi * np.array(m)
    amp = rng.normal(size=3) * e0
    ph = rng.uniform(0, 2 * np.pi)
    gradient -= np.sin(grid @ k + ph)[..., None, None] * np.outer(amp, k)
    fourier_energy += amp @ christoffel(aniso_tensor, k) @ amp / 4
field_strain = (gradient + np.swapaxes(gradient, -1, -2)) / 2
real_energy = energy_density(aniso_tensor, field_strain).mean()
assert np.isclose(real_energy, fourier_energy, rtol=1e-10)
assert real_energy > 0

# --- Sphere: trial fields, energies by quadrature of the local density ---
node, weight = np.polynomial.legendre.leggauss(60)
node, weight = (node + 1) / 2, weight / 2


def radial_density(du, u_over_r):
    strain = np.zeros(np.shape(du) + (3, 3))
    strain[..., 0, 0] = du
    strain[..., 1, 1] = strain[..., 2, 2] = u_over_r
    return energy_density(iso_tensor, strain)


shell = 4 * np.pi * R**3 * node**2 * weight
ones = np.ones_like(node)
E_free = (shell * radial_density(e0 * ones, e0 * ones)).sum()
E_clamped = (shell * radial_density(e0 * (1 - 3 * node**2),
                                    e0 * (1 - node**2))).sum()
assert np.isclose(E_free, 6 * np.pi * K * e0**2 * R**3)
assert np.isclose(E_clamped, 8 * np.pi / 7 * M * e0**2 * R**3)
w_centre = float(radial_density(np.array(e0), np.array(e0)))
w_edge = float(radial_density(np.array(-2 * e0), np.array(0.0)))


# --- Sphere: radial normal modes by variational diagonalization ---
def radial_omega_squared(bulk, shear, clamped, size=9):
    lam_ = bulk - 2 * shear / 3
    factor = Legendre([2 / 3, 0, -2 / 3]) if clamped else Legendre([1.0])
    basis = [factor * Legendre.basis(2 * j + 1) for j in range(size)]
    u = np.array([b(node) for b in basis])
    du = np.array([b.deriv()(node) for b in basis])
    hoop = u / node
    trace = du + 2 * hoop
    q = weight * node**2
    stiff = (lam_ * (trace * q) @ trace.T
             + 2 * shear * ((du * q) @ du.T + 2 * (hoop * q) @ hoop.T))
    mass = rho * (u * q) @ u.T
    return eigh(stiff, mass, eigvals_only=True) / R**2


def traction_function(x):
    return x**2 / (x / np.tanh(x) - 1)


x_free = brentq(lambda x: traction_function(x) - 4 * mu / M, 0.01, 50)
growth = cL * x_free / R
free_modes = radial_omega_squared(K, mu, clamped=False)
growth_ritz = np.sqrt(-free_modes[0])
assert (free_modes < 0).sum() == 1
assert np.isclose(growth_ritz, growth, rtol=1e-7)
x_clamped = brentq(lambda x: np.sin(x) - x * np.cos(x), 4.0, 4.7)
omega_clamped = cL * x_clamped / R
clamped_modes = radial_omega_squared(K, mu, clamped=True)
assert clamped_modes[0] > 0
assert np.isclose(np.sqrt(clamped_modes[0]), omega_clamped, rtol=1e-7)
for bulk in (-30 * GPA, -1 * GPA, 1 * GPA, 30 * GPA):
    assert (radial_omega_squared(bulk, mu, False)[0] < 0) == (bulk < 0)
    assert radial_omega_squared(bulk, mu, True)[0] > 0
series_n = np.arange(1, 200001)
series = 1 / np.sum(2 / (x_free**2 + (series_n * np.pi)**2))
assert np.isclose(series, traction_function(x_free), rtol=1e-5)  # cut tail

print(f"bulk modulus K                       {K/GPA:.1f} GPa")
print(f"shear modulus mu                     {mu/GPA:.1f} GPa")
print(f"density rho                          {rho:.0f} kg/m^3")
print(f"sphere radius R                      {R*100:.1f} cm")
print(f"Lame constant lambda                 {lam/GPA:.1f} GPa")
print(f"longitudinal modulus M               {M/GPA:.1f} GPa")
print(f"strong-ellipticity limit -4mu/3      {-4*mu/3/GPA:.1f} GPa")
print(f"lowest Gamma eigenvalue, all n       {acoustic.min()/GPA:.3f} GPa")
print(f"highest Gamma eigenvalue, all n      {acoustic.max()/GPA:.3f} GPa")
print(f"lowest eigenvalue of C on strains    {born[0]/GPA:.3f} GPa")
print(f"other five eigenvalues of C          {born[1]/GPA:.3f} GPa")
print(f"longitudinal speed c_L               {cL:.1f} m/s")
print(f"transverse speed c_T                 {cT:.1f} m/s")
print(f"ratio c_L/c_T                        {cL/cT:.4f}")
print(f"ratio at K = 0, 2/sqrt(3)            {2/np.sqrt(3):.4f}")
print(f"strain amplitude e = eps0            {e0:.1e}")
print(f"uniaxial strain, energy density      {w_uniaxial:.1f} J/m^3")
print(f"  of which dilation part             {w_dilation:.1f} J/m^3")
print(f"  of which shear part                {w_shear:.1f} J/m^3")
print(f"free sphere, uniform dilation energy {E_free:.5f} J")
print(f"clamped sphere, trial field energy   {E_clamped:.5f} J")
print(f"  its energy density at the centre   {w_centre:.1f} J/m^3")
print(f"  its energy density at the surface  {w_edge:.1f} J/m^3")
print(f"4 mu/M                               {4*mu/M:.5f}")
print(f"free sphere root x = qR              {x_free:.5f}")
print(f"free sphere growth rate, root        {growth:.5e} 1/s")
print(f"free sphere growth rate, variational {growth_ritz:.5e} 1/s")
print(f"free sphere e-folding time           {1e6/growth:.3f} microseconds")
print(f"clamped sphere root of tan x = x     {x_clamped:.5f}")
print(f"clamped sphere angular frequency     {omega_clamped:.5e} rad/s")
print(f"clamped, variational                 {np.sqrt(clamped_modes[0]):.5e} rad/s")
print(f"triclinic wave-equation residual     {wave_residual:.1e} (model units)")
print(f"min of Gamma_min/(c_min/2), 30 Born-stable C  {bound_ratio:.3f}")
print(f"periodic field energy, real space    {real_energy:.6e} J/m^3")
print(f"periodic field energy, wave vectors  {fourier_energy:.6e} J/m^3")
print("all tests passed")
```

Running it gives:

```
bulk modulus K                       -5.0 GPa
shear modulus mu                     30.0 GPa
density rho                          3000 kg/m^3
sphere radius R                      1.0 cm
Lame constant lambda                 -25.0 GPa
longitudinal modulus M               35.0 GPa
strong-ellipticity limit -4mu/3      -40.0 GPa
lowest Gamma eigenvalue, all n       30.000 GPa
highest Gamma eigenvalue, all n      35.000 GPa
lowest eigenvalue of C on strains    -15.000 GPa
other five eigenvalues of C          60.000 GPa
longitudinal speed c_L               3415.7 m/s
transverse speed c_T                 3162.3 m/s
ratio c_L/c_T                        1.0801
ratio at K = 0, 2/sqrt(3)            1.1547
strain amplitude e = eps0            1.0e-03
uniaxial strain, energy density      17500.0 J/m^3
  of which dilation part             -2500.0 J/m^3
  of which shear part                20000.0 J/m^3
free sphere, uniform dilation energy -0.09425 J
clamped sphere, trial field energy   0.12566 J
  its energy density at the centre   -22500.0 J/m^3
  its energy density at the surface  70000.0 J/m^3
4 mu/M                               3.42857
free sphere root x = qR              1.50915
free sphere growth rate, root        5.15473e+05 1/s
free sphere growth rate, variational 5.15473e+05 1/s
free sphere e-folding time           1.940 microseconds
clamped sphere root of tan x = x     4.49341
clamped sphere angular frequency     1.53479e+06 rad/s
clamped, variational                 1.53479e+06 rad/s
triclinic wave-equation residual     3.1e-14 (model units)
min of Gamma_min/(c_min/2), 30 Born-stable C  1.021
periodic field energy, real space    2.463983e+07 J/m^3
periodic field energy, wave vectors  2.463983e+07 J/m^3
all tests passed
```
